Franz two-band tunnelling exponent for a trapezoidal silica barrier

An electron at the conduction edge of silicon meets a gate oxide 2 nm thick. The oxide conduction edge lies about 3.1 eV above it, and the oxide gap is about 9 eV, so the electron enters at an energy already a third of the way down to the valence band. A parabolic law for its decay knows about the conduction band alone. How much does the second band change the leakage, and can the answer still be written in closed form?

**1. A flat barrier**

Let ε = E_c − E be the depth of the electron energy E below the oxide conduction edge E_c. In a single parabolic band of mass m the wave decays as exp(−κx), with

κ² = 2mε/ħ².

Through a flat barrier of thickness t the probability falls as exp(−S), with S = 2κt. The factor 2 comes from squaring the amplitude. Lateral momentum is zero until section 9, and tunnelling is elastic.

Now add a valence band a gap Eg below. The smallest model couples the two band edges linearly in k. With energies λ measured from the conduction edge, its matrix has diagonal entries 0 and −Eg and off-diagonal entries ħvk, where v is a velocity. Setting the determinant to zero gives

(−λ)(−Eg − λ) − ħ²v²k² = 0, so λ(λ + Eg) = ħ²v²k².

Near the conduction edge λ ≪ Eg, hence λ ≈ ħ²v²k²/Eg. Equating this to ħ²k²/(2m) fixes v² = Eg/(2m), with m the band-edge mass. This assigns all the curvature of the band to the coupling and drops the free-electron term ħ²k²/(2m0), which is safe only for m ≪ m0; section 9 returns to this. Inside the gap put λ = −ε and k = iκ. Both sides change sign, and

κ² = ε(Eg − ε)/(ħ²v²) = (2m/ħ²) ε(1 − ε/Eg).

This is Franz's dispersion for equal masses. His interpolation for unequal masses adds the inverse squares of the two one-band decay constants:

1/κ² = (ħ²/2)[1/(m_c ε) + 1/(m_v(Eg − ε))].

For m_c = m_v = m the bracket is Eg/[mε(Eg − ε)], which returns the law above. For m_v → ∞ the second term vanishes and the parabolic law returns at any gap.

Check on limits: κ² → 2mε/ħ² when ε ≪ Eg, and κ vanishes at both band edges, where propagating states begin. At equal m the two-band κ is smaller than the parabolic one everywhere inside the gap, so the second band makes the oxide more transparent.

**2. May the local κ be used in a field?**

A uniform field F tilts the bands. With e > 0 and the electron moving towards falling band edges,

ε(x) = φ1 − eFx, φ2 = φ1 − eFt.

Take 0 < φ2 < φ1 < Eg for now. Replace ħk by −iħ d/dx in the two-band matrix and write the components as ψ and −iχ. The two rows become

χ' = εψ/(ħv), ψ' = (Eg − ε)χ/(ħv).

The ratio y = χ/ψ then obeys

y' = χ'/ψ − yψ'/ψ = [ε − (Eg − ε)y²]/(ħv).

If the barrier varies slowly, y' is small and y ≈ ±η, with η² = ε/(Eg − ε). Then ψ'/ψ = ±(Eg − ε)η/(ħv) = ±κ: the local decay constant appears.

For the next order put y = ±η + δ. Keeping first-order terms gives ±η' = ∓2κδ, so δ = −η'/(2κ) for both signs. Since (Eg − ε)/(ħv) = κ/η,

ψ'/ψ = ±κ − η'/(2η), so ψ ∝ η^(−1/2) exp(±∫κ dx).

The field therefore leaves the exponent as the integral of the local κ and adds a slowly varying amplitude. This needs |δ| ≪ η. Because η'/η = (ε'/2)[1/ε + 1/(Eg − ε)], the condition is

eF Eg/[4κε(Eg − ε)] ≪ 1.

It fails near ε = 0 and near ε = Eg.

**3. The prefactor**

To compare with a real transmission, attach contacts described by the same two-band equations, with kinetic energies K_L and K_R above their conduction edges. There ε = −K, and a wave moving right has χ = iρψ with ρ² = K/(Eg + K). The conserved current is proportional to Im(ψ*χ), which is ρ|ψ|² for such a wave.

Let I(x) be the integral of κ from x to t, so that I(0) = S/2. Inside the oxide

ψ = η^(−1/2)(a e^I + b e^(−I)), χ = η^(1/2)(−a e^I + b e^(−I)).

At x = t set ψ = 1 and χ = iρR. Solving for a, with η2 the exit value of η,

a = (η2^(1/2) − iρR η2^(−1/2))/2, |a|² = (η2² + ρR²)/(4η2).

At x = 0 the b term is smaller by a factor of order e^(−S) and is dropped. In the left contact ψ = A + B and χ = iρL(A − B), where A is the incident and B the reflected amplitude. Hence A = [ψ + χ/(iρL)]/2 and

|A|² = |a|² e^S (η1² + ρL²)/(4η1ρL²).

The transmission T = ρR/(ρL|A|²) is therefore

T = P e^(−S), P = [4η1ρL/(η1² + ρL²)] [4η2ρR/(η2² + ρR²)].

P depends on the end energies and not on t, so the thickness dependence at fixed end energies sits in S.

**4. The trapezoid in closed form**

From dε = −eF dx,

S = 2∫κ dx = (2/eF) ∫κ dε, with ε running from φ2 to φ1.

Let u = ε/Eg and define θ by cosθ = 1 − 2u, with 0 ≤ θ ≤ π. Then sin²θ = 1 − (1 − 2u)² = 4u(1 − u), so

√[ε(1 − ε/Eg)] = Eg^(1/2) sinθ/2, dε = (Eg/2) sinθ dθ.

The indefinite integral becomes

(Eg^(3/2)/4) ∫sin²θ dθ = (Eg^(3/2)/8)(θ − sinθ cosθ).

Returning to u gives

G(u) = [arccos(1 − 2u) − 2(1 − 2u)√(u(1 − u))]/8,

**S = [2√(2m) Eg^(3/2)/(ħeF)] [G(φ1/Eg) − G(φ2/Eg)].**

On 0 ≤ θ ≤ π the sine is non-negative, so the formula holds on both sides of midgap without a change of branch. For φ1 = 8 eV, φ2 = 2 eV, t = 4 nm, Eg = 9 eV and m = 0.6 m0, direct integration over x agrees with it to better than one part in a million.

First limit: let F → 0 at fixed t. By construction dG/du = √(u(1 − u)), so the difference of G is √(u(1 − u)) eFt/Eg. The field cancels and S → 2κt, the flat barrier of section 1.

**5. The infinite gap**

For small u expand the integrand, √(u(1 − u)) = u^(1/2)(1 − u/2 − …), and integrate:

G(u) = (2/3)u^(3/2) − (1/5)u^(5/2) − ….

In the first term Eg^(3/2)u^(3/2) = φ^(3/2), and the gap drops out. In the second, Eg^(3/2)u^(5/2) = φ^(5/2)/Eg, which vanishes as Eg grows. Thus

**S → S_par = [4√(2m)/(3ħeF)] (φ1^(3/2) − φ2^(3/2)),**

the parabolic result. Dividing the second term by the first gives the leading correction:

S/S_par = 1 − [3/(10Eg)] (φ1^(5/2) − φ2^(5/2))/(φ1^(3/2) − φ2^(3/2)) + O(1/Eg²).

The limit holds m, φ1 and φ2 fixed. If the coupling v were held fixed instead, m = Eg/(2v²) would grow with the gap and κ² at fixed ε would diverge. "Infinite gap" is thus a formal limit. For a given oxide, φ1 ≪ Eg brings the ratio S/S_par near 1, but the values of exp(−S) agree only if the difference S_par − S is itself much less than 1.

**6. Higher voltage: the triangle**

When eFt > φ1 the conduction edge drops below E before the far interface. The forbidden region ends at ε = 0, and since G(0) = 0,

S = B/F, B = 2√(2m) Eg^(3/2) G(φ1/Eg)/(ħe).

This is the Fowler–Nordheim form with a two-band slope B.

The slow-variation condition fails at the turning point x0, but there Eg − ε ≈ Eg, and the envelope equations reduce to ψ'' = (2m/ħ²)εψ. With s = (2meF/ħ²)^(1/3)(x0 − x) this is Airy's equation, and the outgoing solution is Bi(s) + i Ai(s). Outside the barrier its squared modulus tends to 1/(π√|s|); inside, its growing part squared tends to e^(2I)/(π√s), with I now measured to x0. Near x0 both ρ and η are proportional to √|s| with the same constant. The outgoing current ρ|ψ|² therefore equals |a|², and the exit factor in P becomes 1, provided the potential beyond x0 also varies slowly.

**7. Numbers for a thin gate oxide**

Take φ1 = 3.1 eV, Eg = 9 eV, m = 0.6 m0, t = 2 nm and F = 6 MV/cm. These are rough typical values. The field is 0.6 V/nm, the oxide voltage 1.2 V and φ2 = 1.9 eV, so the barrier is a trapezoid. With 2m0/ħ² = 26.247 /(eV nm²),

√(2m)/ħ = √(26.247 × 0.6) = 3.968 eV^(−1/2) nm^(−1).

The two values of G are 0.119845 and 0.060402, and Eg^(3/2) = 27 eV^(3/2). Therefore

S = (2 × 3.968 × 27/0.6) × 0.059443 = 21.23.

The parabolic formula with the same mass gives

S_par = [4 × 3.968/(3 × 0.6)] × (5.458 − 2.619) = 25.04.

The exponent drops by 15% relative to the parabolic value, and exp(−S) rises from 1.3 × 10⁻¹¹ to 6.0 × 10⁻¹⁰, a factor of 45. The prefactors of the two laws differ: with the contact energies used below, and each law continued into its own contacts, the full transmissions differ by a factor of 36.

The slow-variation parameter is largest at the exit, where κ = 4.858 /nm: 0.6 × 9/(4 × 4.858 × 1.9 × 7.1) = 0.02. A numerical solution of the two-band equations, with contact energies of 0.5 and 1.7 eV, tests the whole chain. It gives ln T = −20.428, while −S + ln P = −21.231 + 0.800 = −20.431. The residual is 0.003. At 8 nm, with the end energies and contacts unchanged, it falls to 0.0007. For the triangular barrier at 6 MV/cm, with an entrance contact energy of 0.5 eV and the slope continuing to 1.5 eV of kinetic energy, it is 0.007. That value oscillates with the place where the slope ends, because the kink reflects weakly: it is 0.03 at 1.2 eV, 0.002 at 1.8 eV and 0.02 at 3 eV, and reaches 0.09 at 0.3 eV.

The approach to the parabolic limit is slow. Doubling the gap to 18 eV at fixed m gives S/S_par = 0.927, and 90 eV gives 0.986. At 9 eV the first-order formula gives 0.860 against the full 0.848, so within this model the closed form is worth keeping at a gap of this size.

**8. What a fitted parabolic mass hides**

S_par scales as √m, so a parabolic calculation reproduces S if its mass is m(S/S_par)². For the trapezoid this is 0.6 × 0.848² = 0.431 m0. For the triangle at the same φ1, Eg and m, the slopes are 256.8 MV/cm (Franz) and 288.8 MV/cm (parabolic), and the mass is 0.474 m0. The expansion in section 5 shows why they differ: the triangle includes small ε, where the two-band correction is weak, and its first-order ratio is 1 − 3φ1/(10Eg) = 0.897 instead of 0.860.

Suppose the parabolic mass is fitted to the triangle and then used for the 2 nm trapezoid. Its exponent is 25.037 × √(0.4745/0.6) = 22.265, too large by 1.03, and the exponential factor is too small by a factor of 2.8. Once a mass has been fitted, this is the error the parabolic law leaves in that factor here, apart from any change in the prefactor (with the model contacts of section 7 the full transmissions differ by 2.3); the factor of 45 belongs to a comparison at fixed m.

**9. Beside a real oxide**

Silicon gate oxides near 2 nm do leak by direct tunnelling, and the chosen field lies below a rough breakdown value of 10 MV/cm. At this thickness the triangular regime would need more than 3.1 V, or 15.5 MV/cm, so it belongs to thicker films.

Two omissions can be comparable in size with the two-band correction itself. One is the image force. Each silicon interface returns an image reduced by Λ = (ε_Si − ε_ox)/(ε_Si + ε_ox) and opposite in sign. Summing repeated reflections, with a factor ½ because the charge induces its own images, gives the energy

W(x) = [e²/(8πε_ox)] {Σ Λ^(2n)/(nt) − Σ Λ^(2n+1)[1/(2x + 2nt) + 1/(2(t − x) + 2nt)]},

with n from 1 in the first sum and from 0 in the second. For rough relative permittivities of 11.7 for silicon and 2.1 for the oxide (its optical value, assuming a fast crossing), W is −0.18 eV at mid-oxide. Adding W to ε at fixed Eg, with negative ε set to zero, changes S by −2.4 and raises exp(−S) about elevenfold. This moves both band edges down together. Lowering the conduction edge while raising the valence edge by the same amount, as the image force on a hole would, lowers S further, to a change of −3.4 at fixed v or −2.6 at fixed m. W diverges at the interfaces, where the classical correction is least secure, so the number indicates only a possible size. Holding W constant within 0.1 to 0.3 nm of each interface reduces the change from −2.4 to between −1.4 and −0.9, and the static oxide permittivity of 3.9 gives −1.1.

The other large omission is mass asymmetry. A valence mass five times m, with the conduction mass fixed, changes S by +2.9 and moves it about three quarters of the way back to the parabolic value. The dropped free-electron term acts in the same direction. At m = 0.6 m0 it supplies 60% of 1/m, and adding ħ²k²/(2m0) to both diagonal entries, with the coupling reduced to keep m, gives S = 24.4, a factor of 1.9 in place of 45. That variant bends the valence band upwards and does not describe silica either, but it shows that the 15% reduction belongs to the equal-mass model and is not established for the oxide. Refitting m to the triangular slope absorbs most of the mass-asymmetry shift of the trapezoid (2.9 falls to 0.9) but little of the image shift (−2.4 becomes −2.1, for a fit on an 8 nm film at 7 to 9 MV/cm). Agreement with one measured slope would therefore not establish the equal-mass dispersion.

An error of +0.1 nm in thickness at fixed oxide voltage adds 1.06 to S, a factor of 2.9 in transmission. Two thermal shifts of S are smaller. At 400 K, raising the electron by kT changes S by −0.09. In a silicon valley centred at zero lateral momentum, lateral energy kT with a rough mass of 0.19 m0, entered as κ² + k∥² at fixed ε, changes it by +0.065. Confinement in the silicon matters more than either. An oxide field of 6 MV/cm means about 2 MV/cm at the silicon surface, and a triangular well with 1 to 2 MV/cm and a mass of 0.92 m0 puts the lowest subband 0.18 to 0.28 eV above the band edge, which changes S by −0.5 to −0.8. These numbers leave out the prefactor, which varies rapidly near a contact band edge, and valleys centred at large lateral momentum. The contact factor e^0.80 = 2.2 belongs to the model contacts and not to silicon. The closed form gives the dependence of S on field and thickness within the equal-mass model without image force, and P adds its own dependence through the end energies. The omitted effects alter both the exponent and the absolute leakage current. The numerical output below lists the main values.

Table of computed values

```
INPUTS (rough typical thin gate oxide on silicon)
entrance barrier phi1 = 3.10 eV
oxide gap Eg = 9.00 eV
band-edge mass m = 0.60 m0
thickness t = 2.00 nm
field F = 6.00 MV/cm
rough breakdown field = 10.0 MV/cm
INTERMEDIATE VALUES
2 m0/hbar^2 = 26.2468 1/(eV nm^2)
oxide voltage = 1.200 V
exit barrier phi2 = 1.900 eV
u1 = 0.34444, theta1 = 1.25443 rad, G1 = 0.119845
u2 = 0.21111, theta2 = 0.95479 rad, G2 = 0.060402
kappa at entrance = 5.657 1/nm
kappa at exit = 4.858 1/nm
RESULTS
Franz exponent S = 21.231 (dimensionless)
parabolic exponent = 25.037 (dimensionless)
exp(-S), Franz = 6.021e-10
exp(-S), parabolic = 1.338e-11
ratio Franz/parabolic = 45.01
parabolic mass for same S, direct = 0.4314 m0
parabolic mass for same S, triangular = 0.4745 m0
Fowler-Nordheim slope, Franz = 256.8 MV/cm
Fowler-Nordheim slope, parabolic = 288.8 MV/cm
APPROACH TO INFINITE GAP (same m, phi1, phi2)
Eg = 9 eV: S = 21.2306, S/S_par = 0.84795, first order = 0.85977
Eg = 18 eV: S = 23.2142, S/S_par = 0.92718, first order = 0.92988
Eg = 90 eV: S = 24.6837, S/S_par = 0.98588, first order = 0.98598
Eg = 900 eV: S = 25.0023, S/S_par = 0.99860, first order = 0.99860
TWO-BAND TRANSMISSION TEST
contact kinetic energies = 0.50, 1.70 eV
numerical ln T = -20.4276
ln contact prefactor = 0.7999
ln T residual at 2 nm = 0.00308
ln T residual at 8 nm = 0.00070
ln T residual, triangular barrier = 0.00698
NEGLECTED EFFECTS (change of S, dimensionless)
permittivities used: oxide 2.1, silicon 11.7
image energy at mid-oxide = -0.181 eV
image force = -2.382
valence mass 5 times m = +2.877
energy raised by kT = 0.0345 eV at 400 K: -0.093
lateral energy kT, mass 0.19 m0 = +0.065
thickness +0.1 nm at fixed voltage = +1.062
```
